# Born effective charges as mixed derivatives, and their neutrality sum rule: verification in Python

```python
"""Result under test: the Born effective charge
    e Z*[s,b,a] = d p_b / d R_sa (fixed field) = d F_sa / d E_b (fixed nuclei)
and the sum rule  sum_s Z*[s,b,a] = (Q/e) delta_ab.
p: dipole (per cell in a crystal), R_s: nuclear position, F_s: force,
E: macroscopic field, Q: total charge, e > 0: elementary charge.
Molecules: self-consistent Hartree-Fock, atomic units inside.
Crystal: independent electrons in Gaussian wells, eV and angstrom inside.
"""
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, lib

lib.num_threads(1)
BOHR = const.physical_constants["Bohr radius"][0] * 1e10  # angstrom
BASIS = "6-31+g*"

# ---------------- molecules ----------------


def solve_molecule(symbols, coords, charge=0, field=(0.0, 0.0, 0.0)):
    """Electric enthalpy and dipole (atomic units) in a uniform field."""
    field = np.asarray(field, dtype=float)
    mol = gto.M(atom=[(s, tuple(r)) for s, r in zip(symbols, coords)],
                unit="Bohr", basis=BASIS, charge=charge, verbose=0)
    position = mol.intor("int1e_r")
    mf = scf.RHF(mol)
    core = mf.get_hcore() + np.einsum("b,bij->ij", field, position)
    mf.get_hcore = lambda *args: core
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.kernel()
    assert mf.converged
    nuclear = mol.atom_charges() @ mol.atom_coords()
    electronic = np.einsum("bij,ji->b", position, mf.make_rdm1())
    return mf.e_tot - field @ nuclear, nuclear - electronic


def shifted(coords, atom, axis, step):
    new = np.array(coords, dtype=float)
    new[atom, axis] += step
    return new


STEP, FIELD = 0.005, 0.001  # bohr, atomic unit of field


def charges_from_dipoles(symbols, coords, charge=0):
    """Z*[atom, dipole axis, displacement axis]."""
    z = np.zeros((len(symbols), 3, 3))
    for s in range(len(symbols)):
        for a in range(3):
            plus = solve_molecule(symbols, shifted(coords, s, a, STEP), charge)
            minus = solve_molecule(symbols, shifted(coords, s, a, -STEP), charge)
            z[s, :, a] = (plus[1] - minus[1]) / (2 * STEP)
    return z


def force_from_energy(symbols, coords, atom, axis, field):
    plus = solve_molecule(symbols, shifted(coords, atom, axis, STEP), 0, field)
    minus = solve_molecule(symbols, shifted(coords, atom, axis, -STEP), 0, field)
    return -(plus[0] - minus[0]) / (2 * STEP)


bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
water = ["O", "H", "H"]
water_xyz = np.array([[0, 0, 0],
                      [0, bond * np.sin(half), bond * np.cos(half)],
                      [0, -bond * np.sin(half), bond * np.cos(half)]]) / BOHR
z_water = charges_from_dipoles(water, water_xyz)

# Field-induced forces on the hydrogen at positive y.
z_force = np.zeros((3, 3))
for b in (1, 2):
    vector = np.zeros(3)
    vector[b] = FIELD
    for a in (1, 2):
        f_plus = force_from_energy(water, water_xyz, 1, a, vector)
        f_minus = force_from_energy(water, water_xyz, 1, a, -vector)
        z_force[b, a] = (f_plus - f_minus) / (2 * FIELD)
# Finite-field truncation limits the agreement.
assert np.allclose(z_force[1:, 1:], z_water[1, 1:, 1:], atol=5e-4)
water_sum = z_water.sum(axis=0)
assert np.allclose(water_sum, 0, atol=2e-4)

# The field derivative of the enthalpy is minus the dipole.
dipole_water = solve_molecule(water, water_xyz)[1][2]
e_plus = solve_molecule(water, water_xyz, 0, (0, 0, FIELD))[0]
e_minus = solve_molecule(water, water_xyz, 0, (0, 0, -FIELD))[0]
dipole_energy = -(e_plus - e_minus) / (2 * FIELD)
assert abs(dipole_energy - dipole_water) < 2e-4

oh_bond = 0.97
oh_xyz = np.array([[0, 0, 0], [0, 0, oh_bond]]) / BOHR
z_oh = charges_from_dipoles(["O", "H"], oh_xyz, charge=-1)
oh_sum = z_oh.sum(axis=0)
assert np.allclose(oh_sum, -np.eye(3), atol=2e-4)

# ---------------- one-dimensional crystal ----------------
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2
CELL, WIDTH, SPIN, NK = 4.0, 0.5, 2, 400
waves = 2 * np.pi / CELL * np.arange(-10, 11)
transfer = waves[:, None] - waves[None, :]
kpoints = 2 * np.pi / CELL * (np.arange(NK) / NK - 0.5)


def well_matrix(tau, depth):
    size = depth * WIDTH * np.sqrt(2 * np.pi) / CELL
    return (-size * np.exp(-(transfer * WIDTH)**2 / 2)
            * np.exp(-1j * transfer * tau))


def bands(taus, depths):
    potential = sum(well_matrix(t, d) for t, d in zip(taus, depths))
    ham = np.repeat(potential[None, :, :], NK, axis=0)
    diag = np.arange(len(waves))
    ham[:, diag, diag] += KIN * (kpoints[:, None] + waves[None, :])**2
    return np.linalg.eigh(ham)


def loop_product(taus, depths):
    """Product of overlaps of the lowest band around the Brillouin zone."""
    u = bands(taus, depths)[1][:, :, 0]
    following = np.vstack([u[1:], np.roll(u[0], -1)[None, :]])
    return np.prod(np.sum(u.conj() * following, axis=1))


def born_berry(taus, depths, ionic, step=1e-3):
    result = []
    for s, bare in enumerate(ionic):
        up, down = list(taus), list(taus)
        up[s] += step
        down[s] -= step
        ratio = loop_product(up, depths) * np.conj(loop_product(down, depths))
        center_rate = -CELL / (2 * np.pi) * np.angle(ratio) / (2 * step)
        result.append(bare - SPIN * center_rate)
    return np.array(result)


def born_response(taus, depths, ionic):
    """First-order force in a field, and the band gap in eV."""
    energy, vec = bands(taus, depths)
    valence = vec[:, :, 0]
    velocity = 2 * KIN * (kpoints[:, None] + waves[None, :])
    dh_dk = np.einsum("kgc,kg->kc", vec.conj(), velocity * valence)[:, 1:]
    denominator = energy[:, :1] - energy[:, 1:]
    position = 1j * dh_dk / denominator
    result = []
    for tau, depth, bare in zip(taus, depths, ionic):
        dh_dtau = -1j * transfer * well_matrix(tau, depth)
        moved = valence @ dh_dtau.T
        element = np.einsum("kgc,kg->kc", vec.conj(), moved)[:, 1:]
        term = 2 * np.real(np.sum(element.conj() * position / denominator, axis=1))
        result.append(bare - SPIN * term.mean())
    return np.array(result), energy[:, 1].min() - energy[:, 0].max()


taus, depths, ionic = [0.0, 1.8], [14.0, 8.0], [1.0, 1.0]
z_berry = born_berry(taus, depths, ionic)
z_resp, gap = born_response(taus, depths, ionic)
assert gap > 0.5
# The discrete Berry phase has an error of second order in the k spacing.
assert np.allclose(z_berry, z_resp, atol=5e-4)
assert abs(z_berry.sum()) < 1e-4 and abs(z_resp.sum()) < 1e-4

# Long open chain in a real uniform field, on a sinc grid.
NCELL, SPACING, VACUUM = 21, 0.25, 8.0
grid = np.arange(-VACUUM, NCELL * CELL + VACUUM, SPACING)
offset = np.arange(len(grid))[:, None] - np.arange(len(grid))[None, :]
safe = np.where(offset == 0, 1, offset)
kinetic = KIN / SPACING**2 * np.where(
    offset == 0, np.pi**2 / 3, 2.0 * (1 - 2 * (np.abs(offset) % 2)) / safe**2)
chain_potential = np.zeros(len(grid))
for cell in range(NCELL):
    for t, d in zip(taus, depths):
        chain_potential -= d * np.exp(-(grid - t - cell * CELL)**2 / (2 * WIDTH**2))


def chain_forces(field):
    """Field and electron forces on the ions of the middle cell, eV/angstrom."""
    origin = grid.mean()
    ham = kinetic + np.diag(chain_potential + field * (grid - origin))
    energy, vec = np.linalg.eigh(ham)
    density = SPIN * np.sum(vec[:, :NCELL]**2, axis=1)
    forces = []
    for t, d, bare in zip(taus, depths, ionic):
        x = grid - t - (NCELL // 2) * CELL
        slope = -d * x / WIDTH**2 * np.exp(-x**2 / (2 * WIDTH**2))
        forces.append(bare * field - density @ slope)
    return np.array(forces), energy[NCELL] - energy[NCELL - 1]


chain_field = 1e-3  # V/angstrom
force_up, chain_gap = chain_forces(chain_field)
force_down = chain_forces(-chain_field)[0]
induced = (force_up - force_down) / 2
z_chain = induced / chain_field
assert chain_gap > 0.5
assert np.allclose(z_chain, z_resp, atol=5e-4)
assert abs(z_chain.sum()) < 5e-4

# A third well without ionic charge acts as a frozen environment.
taus3, depths3, ionic3 = taus + [3.0], depths + [3.0], ionic + [0.0]
z3_berry = born_berry(taus3, depths3, ionic3)
z3_resp, gap3 = born_response(taus3, depths3, ionic3)
assert gap3 > 0.5
assert np.allclose(z3_berry, z3_resp, atol=5e-4)
assert abs(z3_resp.sum()) < 1e-4
assert abs(z3_resp[:2].sum()) > 1e-2

# ---------------- output ----------------
print(f"Water: bond {bond:.2f} angstrom, angle {angle:.1f} degree, RHF/{BASIS}")
print("Axes: molecule in yz plane, z is the twofold axis, H1 at y>0")
print(f"Steps: displacement {STEP} bohr, field {FIELD} atomic units")
print(f"Water dipole z, from density: {dipole_water:.5f} e bohr")
print(f"Water dipole z, from energy in field: {dipole_energy:.5f} e bohr")
print("H1 charges Z*[field or dipole axis, displacement or force axis], in e:")
for b in (1, 2):
    for a in (1, 2):
        print(f"  {'xyz'[b]}{'xyz'[a]}: from dipole {z_water[1, b, a]:.5f}, "
              f"from force {z_force[b, a]:.5f}")
for s, name in enumerate(["O", "H1", "H2"]):
    d = np.diag(z_water[s])
    print(f"Water {name} Z* xx, yy, zz: {d[0]:.4f}, {d[1]:.4f}, {d[2]:.4f} e")
print(f"Water: largest |component| of summed Z*: {np.abs(water_sum).max():.1e} e")
print(f"Hydroxide ion: bond {oh_bond:.2f} angstrom, charge -1 e")
for s, name in enumerate(["O", "H"]):
    print(f"Hydroxide {name} Z* xx, zz: {z_oh[s, 0, 0]:.4f}, {z_oh[s, 2, 2]:.4f} e")
print(f"Hydroxide summed Z* xx, zz: {oh_sum[0, 0]:.5f}, {oh_sum[2, 2]:.5f} e")
print(f"Crystal: cell {CELL} angstrom, well width {WIDTH} angstrom")
print(f"Crystal: positions {taus} angstrom, depths {depths} eV")
print(f"Crystal: ionic charges {ionic} e, {SPIN} electrons per cell")
print(f"Crystal: {NK} k points, band gap {gap:.3f} eV")
for s in range(2):
    print(f"Ion {s + 1} Z*: Berry phase {z_berry[s]:.5f}, response {z_resp[s]:.5f}, "
          f"chain force {z_chain[s]:.5f} e")
    print(f"Ion {s + 1} electronic part of Z*: {z_resp[s] - ionic[s]:.5f} e")
print(f"Sums of Z*: Berry {z_berry.sum():.1e}, response {z_resp.sum():.1e}, "
      f"chain {z_chain.sum():.1e} e")
print(f"Open chain: {NCELL} cells, field {chain_field * 1e10:.1e} V/m, "
      f"level gap {chain_gap:.3f} eV")
for s in range(2):
    newton = induced[s] * const.e * 1e10
    print(f"Chain: field-induced force on middle ion {s + 1}: {newton * 1e12:.4f} pN")
print(f"Environment: neutral well at {taus3[2]} angstrom, depth {depths3[2]} eV")
print(f"Environment: band gap {gap3:.3f} eV")
print(f"Environment: Z* of ions 1, 2: {z3_resp[0]:.5f}, {z3_resp[1]:.5f} e")
print(f"Environment: Z* of neutral well: {z3_resp[2]:.5f} e")
print(f"Environment: sum over ions 1 and 2 only: {z3_resp[:2].sum():.5f} e")
print(f"Environment: sum over all three: {z3_resp.sum():.1e} e")
print("verified")
```

Running it gives:

```
Water: bond 0.96 angstrom, angle 104.5 degree, RHF/6-31+g*
Axes: molecule in yz plane, z is the twofold axis, H1 at y>0
Steps: displacement 0.005 bohr, field 0.001 atomic units
Water dipole z, from density: 0.91772 e bohr
Water dipole z, from energy in field: 0.91772 e bohr
H1 charges Z*[field or dipole axis, displacement or force axis], in e:
  yy: from dipole 0.29219, from force 0.29219
  yz: from dipole -0.09365, from force -0.09365
  zy: from dipole -0.05703, from force -0.05702
  zz: from dipole 0.24457, from force 0.24457
Water O Z* xx, yy, zz: -0.8263, -0.5844, -0.4891 e
Water H1 Z* xx, yy, zz: 0.4131, 0.2922, 0.2446 e
Water H2 Z* xx, yy, zz: 0.4131, 0.2922, 0.2446 e
Water: largest |component| of summed Z*: 1.9e-06 e
Hydroxide ion: bond 0.97 angstrom, charge -1 e
Hydroxide O Z* xx, zz: -1.3110, -0.6372 e
Hydroxide H Z* xx, zz: 0.3110, -0.3628 e
Hydroxide summed Z* xx, zz: -1.00000, -1.00000 e
Crystal: cell 4.0 angstrom, well width 0.5 angstrom
Crystal: positions [0.0, 1.8] angstrom, depths [14.0, 8.0] eV
Crystal: ionic charges [1.0, 1.0] e, 2 electrons per cell
Crystal: 400 k points, band gap 3.544 eV
Ion 1 Z*: Berry phase -2.23788, response -2.23789, chain force -2.23789 e
Ion 1 electronic part of Z*: -3.23789 e
Ion 2 Z*: Berry phase 2.23788, response 2.23789, chain force 2.23789 e
Ion 2 electronic part of Z*: 1.23789 e
Sums of Z*: Berry 9.7e-14, response -8.0e-15, chain 3.2e-09 e
Open chain: 21 cells, field 1.0e+07 V/m, level gap 3.556 eV
Chain: field-induced force on middle ion 1: -3.5855 pN
Chain: field-induced force on middle ion 2: 3.5855 pN
Environment: neutral well at 3.0 angstrom, depth 3.0 eV
Environment: band gap 3.448 eV
Environment: Z* of ions 1, 2: -2.49702, 2.44334 e
Environment: Z* of neutral well: 0.05368 e
Environment: sum over ions 1 and 2 only: -0.05368 e
Environment: sum over all three: -4.8e-15 e
verified
```
